Choosing a velocity-Verlet time step for a 25 THz vibration

**Problem**

A classical molecular-dynamics simulation of hafnia is to use velocity Verlet with a fixed time step. The fastest vibration has frequency f = 25 THz, a round value near the rough upper end of the phonon range of the material.

(a) Treat this vibration as a harmonic oscillator. Find the largest time step below which its numerical motion stays bounded for every start. What happens at and above that step?

(b) Show that in a harmonic solid the fastest mode sets the limit.

(c) Find the errors in frequency, energy and long-time averages at a stable step. Which step keeps the energy dip of the fastest mode, after release from rest, at 1%?

(d) Can an anharmonic bond fail at a step that is stable for the harmonic oscillator? Use a Morse bond of the same small-amplitude frequency.

(e) Choose a step, and state what a smaller step cannot repair.

Assume exact forces, classical nuclei and no thermostat. Times are in fs.

**Solution**

**(a) The stability limit**

Let x be the displacement, v the velocity, ω = 2πf the angular frequency and h the time step. The harmonic acceleration is −ω²x. Velocity Verlet applies half a velocity kick, moves the position, and applies the second half-kick with the new force. With primes for values after the step,

x' = x + h[v − (h/2)ω²x]

v' = v − (h/2)ω²(x + x').

Define a = ωh, the phase in radians by which the true motion advances in one step. The first equation becomes

x' = (1 − a²/2)x + hv.

Putting this into the second gives

v' = v − (h/2)ω²[(2 − a²/2)x + hv]
 = −ω²h(1 − a²/4)x + (1 − a²/2)v.

Write c = 1 − a²/2 and S = ω²(1 − a²/4). One step is then the linear map

x' = cx + hv
v' = −hSx + cv.

Its determinant is

c² + h²S = (1 − a² + a⁴/4) + (a² − a⁴/4) = 1.

The map preserves area in the (x, v) plane, but this alone does not keep the motion bounded: an area can be stretched in one direction and squeezed in another. The eigenvalues λ decide. The trace is 2c and the determinant is 1, so

λ² − 2cλ + 1 = 0, λ = c ± √(c² − 1).

For 0 < a < 2, c lies between −1 and 1. We may write c = cos θ with 0 < θ < π, and the eigenvalues are exp(±iθ). They are distinct and have magnitude 1, so repeated steps rotate the state around an ellipse and the motion is bounded. The angle follows from

1 − cos θ = 2 sin²(θ/2) = a²/2, hence sin(θ/2) = a/2.

For a > 2, c is below −1. Both eigenvalues are real and negative, and their product is 1, so one has magnitude above 1. With b = −c = a²/2 − 1, that magnitude is

g = b + √(b² − 1).

Any component of the start along the corresponding eigenvector grows by this factor and changes sign at each step, so it eventually dominates the motion.

At a = 2, c = −1 and S = 0, so v' = −v and x' = −x + hv. Repetition gives

x_n = (−1)ⁿ(x_0 − nhv_0), v_n = (−1)ⁿv_0.

Substituting this x_n into the map confirms it: −x_n + hv_n = (−1)ⁿ⁺¹[x_0 − (n + 1)hv_0]. The displacement grows linearly unless v_0 = 0. Bounded motion for every start therefore requires the strict inequality ωh < 2, or

h < h_max = 2/ω = 1/(πf).

For the given vibration, ω = 2π × 0.025 fs⁻¹ = 0.15708 rad/fs, and

h_max = 2/0.15708 fs = 12.73 fs, or about 12.7 fs.

The true period is 40 fs, so the limit corresponds to π steps per period. A step just above it fails quickly. At h = 12.8 fs, a = 2.0106 and b = 1.0213, which gives g = 1.229. After 50 steps, or 0.64 ps, the growing component is larger by a factor of about 3 × 10⁴.

The failure has a simple mechanical reading. With too long a step, the force measured at one displacement acts for so long that it throws the particle past equilibrium to a larger displacement on the other side. The next force is larger still, and the overshoot repeats.

**(b) Why the fastest mode decides**

In a harmonic solid, let u_i be the displacement belonging to mass m_i, and use q_i = √m_i u_i. The equations of motion become

d²q/dt² = −Dq,

where D is a real symmetric matrix. For a mechanically stable solid its eigenvalues are ω_k² ≥ 0, with orthogonal eigenvectors e_k. Velocity Verlet forms sums of q, its velocity and Dq. Projecting each sum on e_k replaces D by ω_k², so each mode obeys the map of part (a) with its own frequency and does not mix with the others. All vibrations are bounded if ω_k h < 2 for every k, and the largest ω_k gives the tightest condition. A uniform translation has ω_k = 0; it may drift at constant velocity, which is correct free motion.

A small model shows this at work. Take a ring of 12 atoms, alternating Hf (178.49 u) and O (15.999 u), joined by equal springs K. If all O atoms move together against all Hf atoms, each atom has one spring stretched and the other compressed by the same amount, and both forces drive it back in the same direction. With u the O displacement minus the Hf displacement, the O acceleration is −2Ku/m_O and the Hf acceleration is +2Ku/m_Hf. Subtracting gives

d²u/dt² = −2K(1/m_O + 1/m_Hf)u = −(2K/μ)u,

where μ = 14.683 u is the reduced mass. Thus K = μω²/2 = 300.8 N/m places this mode at 25 THz. Diagonalizing D gives 25.000 THz as the highest frequency of the ring. Trajectories from random displacements at rest were then run at different steps, and the border between bounded and growing motion was located by bisection. It lies at 12.732 fs, in agreement with 1/(πf).

**(c) Errors below the limit**

Stability says that the numerical motion is an oscillation. It does not say that it is the right oscillation.

*Frequency.* The numerical phase advances by θ per step, so

ω_num = θ/h = (2/h) arcsin(ωh/2).

For small z, arcsin z = z + z³/6 + …. With z = a/2,

ω_num = (2/h)(a/2 + a³/48 + …) = ω(1 + a²/24 + …).

The numerical oscillator runs too fast. As h approaches h_max, θ approaches π and ω_num/ω approaches π/2: the frequency is then 57% too high although the motion is still bounded.

The numerical and true phases differ by half a cycle when 2π(f_num − f)t = π, or

t = 1/[2(f_num − f)].

At h = 1 fs the frequency error is 0.103%, or 0.0258 THz, and this time is 19.4 ps. At 4 fs it is 1.16 ps. For a vibrational spectrum the frequency shift matters more than the phase of one trajectory, since the shift moves the peak however long the run lasts.

*Energy.* The map conserves v² + Sx². To see this, square the two parts of the map and add:

v'² + Sx'² = (−hSx + cv)² + S(cx + hv)².

The cross terms −2chSxv and +2chSxv cancel. What remains is

(h²S + c²)(v² + Sx²) = v² + Sx²,

because the bracket is the determinant, which equals 1. The true energy per unit mass is instead

E = v²/2 + ω²x²/2 = (v² + Sx²)/2 + ω²a²x²/8.

The first term is constant and the second varies as the oscillator moves. The energy error therefore oscillates without a steady drift in this harmonic model.

Release the oscillator from rest at x = A. Then E_0 = ω²A²/2 and the conserved quantity is SA². The energy is lowest when a sampled point falls at x = 0, where

E_min = SA²/2 = E_0(1 − a²/4).

The largest possible dip, relative to the initial energy, is

(E_0 − E_min)/E_0 = a²/4 = (h/h_max)².

A sampled trajectory may pass x = 0 between steps, but a long run generally comes close to this value. Exceptions can occur at steps for which the trajectory visits only a few points. At θ = 2π/3, for example, the samples are x = A and x = −A/2, and the dip reaches only three quarters of this value. A 1% dip requires h/h_max = 0.1, so

h = 0.1 × 12.73 fs = 1.27 fs.

*Long-time averages.* The trajectory released from rest is

x_n = A cos(nθ), v_n = −√S A sin(nθ).

It satisfies the map because h√S = a√(1 − a²/4) = 2 sin(θ/2) cos(θ/2) = sin θ. For 0 < θ < π, the long-time averages of cos²(nθ) and sin²(nθ) are both 1/2. Hence

⟨potential energy⟩/⟨kinetic energy⟩ = ω²/S = 1/[1 − (h/h_max)²].

The correct harmonic ratio is 1. If the mean kinetic energy of this mode is used to define its temperature, the numerical mode has too much potential energy and too large a mean square displacement at that temperature. A longer run reduces statistical noise but does not remove this bias.

Runs of 30,000 steps gave the energy dips and ratios below. The frequency errors follow from the formula, which agreed with frequencies counted from zero crossings in the same runs to within 0.007%.

h = 1 fs: frequency +0.10%, energy dip 0.62%, ratio 1.006
h = 2 fs: frequency +0.42%, energy dip 2.5%, ratio 1.025
h = 4 fs: frequency +1.7%, energy dip 9.9%, ratio 1.110
h = 8 fs: frequency +8.1%, energy dip 39%, ratio 1.65
h = 12 fs: frequency +31%, energy dip 89%, ratio 8.95

At small steps, halving h divides each error by about four, as the factor a² requires. At 12 fs the motion is stable and useless: the mean potential energy is nearly nine times the mean kinetic energy. Slower modes suffer less at the same step, because their errors contain their own smaller ω_k h. In a whole solid, the energy oscillations of many modes with different phases also largely cancel in the sum. The relative fluctuation of the total energy can therefore look small while the fastest mode is poorly sampled.

**(d) An anharmonic bond**

Consider one isolated Hf–O bond, a separate model from the ring. Let s be its stretch, α = 2 Å⁻¹ a round range parameter, y = αs, and

V = W(1 − e^(−y))².

Differentiating twice with respect to s gives

V'' = 2Wα²(2e^(−2y) − e^(−y)).

At y = 0 this must equal μω² = 601.6 N/m, so the well depth is W = μω²/(2α²) = 4.69 eV.

At 300 K the harmonic estimate of the thermal standard deviation is

σ = √(k_B T/μω²) = 2.62 pm.

Start the bond at rest, compressed by 3σ = 7.87 pm. Then y = −0.157 and the bond energy is 136.5 meV, far below the well depth. The true motion is bounded: setting V equal to this energy puts the outer turning point at a stretch of about 9 pm.

*Stiffening.* At the starting compression, V'' is larger than at equilibrium by a factor of 1.570. The local frequency is higher by √1.570 = 1.253, and the local estimate of the limit is

12.73 fs/1.253 = 10.2 fs.

This is a warning scale, not a strict bound: it uses the stiffness at a single point, while the bond spends only part of each cycle in the stiff region.

*Resonance with the time step.* Expanding the Morse force for small y gives

d²y/dt² = −ω²(e^(−y) − e^(−2y)) = −ω²(y − 3y²/2 + …).

The quadratic term adds a velocity kick proportional to y_n² at each step. To leading order, let y_n vary as cos φ_n, with φ_n = nθ + φ_0. The velocity then varies as −sin φ_n. A small kick changes v² + Sy² by an amount proportional to velocity times kick, and this contains

cos²φ_n sin φ_n = (1/4)(sin φ_n + sin 3φ_n).

These terms usually average out over many steps. If θ = 2π/3, however, 3φ_n changes by a full turn at each step, so sin 3φ_n keeps the same value and its effect accumulates. A start from rest has sin 3φ_0 = 0, but the same kicks also shift the phase, after which the amplitude can grow. The condition θ = 2π/3 means

a = 2 sin(π/3) = √3, h = √3/ω = 11.03 fs.

This is below the linear limit. At this step the Morse bond, started at 3σ compression, passes |y| = 5 at step 12, after about 0.13 ps. That value corresponds to a displacement of 2.5 Å: the integrator has broken a bond that lacks the energy to break. A harmonic oscillator with the same start and step stays bounded. This escape alone does not single out the resonance: the step already exceeds the 10.2 fs stiffening scale, and the same start also escapes off resonance, for example at step 9 when h = 11.8 fs.

A smaller start separates resonance from mere closeness to the limit. With a compression of 0.787 pm, the amplitude grows more than fivefold by step 52 at h = 11.03 fs. At the larger step of 11.8 fs, with the same start, it stays below twice its initial value for 5000 steps. For this small start, the growth is therefore tied to the resonant step.

For the 3σ start, a scan from 1.0 to 12.7 fs in intervals of 0.1 fs, with 5000 steps per run, found the first escape at 9.0 fs. This lies below the local estimate of 10.2 fs, which confirms that the estimate is no guarantee. It also lies close to √2/ω = 9.00 fs, where the phase advances by a quarter turn per step. A four-step resonance is a plausible cause, but this scan does not prove it. Failure is not monotonic in h: the grid steps from 9.0 to 9.4 fs escape, those from 9.5 to 10.6 fs stay bounded, and all from 10.7 fs upward escape. Nor is 9.0 fs a safe limit. Narrow ranges of failing steps can lie between the grid points, even below 9.0 fs, and other starts or longer runs may fail at other steps.

At h = 1 fs, the same 3σ start remains bounded over 20,000 steps, or 20 ps. Its largest energy error is 0.71% of the initial bond energy, close to the harmonic dip of 0.62%.

**(e) The choice of step**

A step of about 1 fs is a sensible first choice for this vibration. It gives 40 steps per period, a frequency error of 0.1% and an energy dip below 1%. It should be checked by repeating a run from the same start at 0.5 fs and comparing the quantities of interest. The run must be long enough for their statistical noise to be smaller than the error that matters. If a frequency error of 0.4% and a dip of 2.5% in the fastest mode are acceptable, 2 fs halves the cost; that choice depends on the purpose of the run.

The ring and the Morse bond are not models of crystalline hafnia. A real crystal is three-dimensional and polar, and its highest frequency should be taken from a phonon calculation with the same interatomic potential as the simulation. Hydrogen is a possible impurity in deposited films, and it breaks the assumption that 25 THz is the fastest vibration. An O–H stretch at roughly 110 THz lowers the linear limit to 2.9 fs. A step of 1 fs would then be stable in the harmonic model, but the energy dip of that stretch would be (1/2.89)² = 12%. Keeping it at 1% would require about 0.29 fs.

Over a short run, a smaller step brings the trajectory closer to classical motion on the chosen potential. It does not correct the potential, and it does not make the nuclei quantum mechanical. For the 25 THz mode, the vibrational quantum is hf = 103 meV, while k_B T = 25.9 meV at 300 K. The quantum mean energy of a harmonic mode is

(hf/2) coth[hf/(2k_B T)] = 53.6 meV,

where h in this formula is Planck's constant. This is 2.07 times the classical value. In a harmonic mode half the mean energy is potential, so the classical mean square displacement is too small by the same factor. For this mode at room temperature, that error is far larger than the 0.6% sampling bias of a 1 fs step. Refining the step further would improve the numerical solution while leaving this physical error in place.

The complete numerical values are given in the numerical output.

Calculated quantities

```
Fastest frequency: 25.0 THz
Angular frequency: 0.15708 rad/fs
Vibration period: 40.0 fs
Linear stability limit: 12.732 fs
Steps per period at limit: 3.1416
Chain masses Hf, O: 178.49, 15.999 u
Chain atoms: 12; spring: 300.8 N/m
Chain top frequency: 25.000 THz
Chain limit from trajectories: 12.732 fs
Growth per step at 12.8 fs: 1.2288
Growth over 50 steps at 12.8 fs: 2.97e+04
Harmonic runs (errors in percent, slip = half cycle lost):
 step 0.5 fs: 80.00 steps/period
  frequency error 0.026 %, slip 77.7607 ps
  energy dip 0.154 %, potential/kinetic 1.0020
 step 1.0 fs: 40.00 steps/period
  frequency error 0.103 %, slip 19.3996 ps
  energy dip 0.617 %, potential/kinetic 1.0061
 step 2.0 fs: 20.00 steps/period
  frequency error 0.416 %, slip 4.8092 ps
  energy dip 2.467 %, potential/kinetic 1.0253
 step 4.0 fs: 10.00 steps/period
  frequency error 1.723 %, slip 1.1610 ps
  energy dip 9.870 %, potential/kinetic 1.1096
 step 8.0 fs: 5.00 steps/period
  frequency error 8.128 %, slip 0.2461 ps
  energy dip 39.478 %, potential/kinetic 1.6523
 step 12.0 fs: 3.33 steps/period
  frequency error 30.504 %, slip 0.0656 ps
  energy dip 88.826 %, potential/kinetic 8.9501
Step for 1 % energy dip: 1.273 fs
Temperature: 300 K
Bond reduced mass: 14.683 u
Bond stiffness: 601.6 N/m
Morse range parameter: 2.0 1/angstrom
Morse depth: 4.69 eV
Thermal standard deviation: 2.62 pm
Starting compression: 7.87 pm
Starting bond energy: 136.5 meV
Local curvature factor: 1.570
Local step estimate: 10.16 fs
Three-step resonance: 11.027 fs
Bond escapes (y>5 in size) at resonance: step 12
Small start: 0.787 pm compression
Small start grows fivefold at resonance: step 52
Small start stays below twofold at: 11.8 fs
Smallest escaping step on 0.1 fs grid: 9.0 fs
Largest Morse energy error at 1 fs: 0.711 %
Vibrational quantum: 103.4 meV
Classical mean energy kT: 25.85 meV
Quantum mean energy: 53.63 meV
Quantum/classical energy: 2.074
Rough O-H frequency: 110 THz; limit 2.89 fs
```
